**Rotated projections in a diamond-structure model**

For an operation \(\mathbf r\to R\mathbf r+\boldsymbol\tau\), the program tests \(P_{a'lm}[\psi']=e^{-iR\mathbf k\cdot\mathbf L_a}\sum_{m'}D^l_{mm'}(R)P_{alm'}[\psi_{\mathbf k}]\). Here \(P_{alm}\) is the projection on atom \(a\) at \(\mathbf d_a\), \(\psi'\) is the rotated state, \(R\mathbf d_a+\boldsymbol\tau=\mathbf d_{a'}+\mathbf L_a\), and \(D^l\) rotates real spherical harmonics. The program asserts agreement with real-space integration for four operations; the largest absolute error is \(2.5\times10^{-11}\). For all 48 operations it also compares the phase-independent matrix \(PP^\dagger\) and the lowest eight energies with separate diagonalizations at \(R\mathbf k\). Further assertions cover the Wigner relation, rotated plane-wave coefficients, the other phase convention, folding by a reciprocal vector and time reversal. Leaving out the Bloch phase changes an element of \(PP^\dagger\) by 0.2164 in the worked case. For a degenerate pair, a single state fails the comparison, while the sum over the whole level agrees to rounding error.

## Program and output

```python
"""Projections of a rotated Bloch state on atom-centred nonlocal projectors.

Result under test, for a space-group operation r -> R r + tau:
  P[a', lm](rotated state) = exp(-i (R k).L_a) sum_m' D[m, m'] P[a, lm'](state)
where R d_a + tau = d_a' + L_a, d_a is an atom position, L_a a lattice vector,
D is defined by Y_lm(R u) = sum_m' D[m, m'] Y_lm'(u) with real harmonics Y,
and P[a, lm] is the all-space integral of (real projector) * (Bloch function).
The crystal is a model with the diamond structure. Lengths are in metres and
energies in eV inside the program. Real harmonics are ordered m = -l ... l.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import gamma
from scipy.spatial.transform import Rotation

# ---------------------------------------------------------------- model
a_lat = 0.5e-9
width_proj = 0.06e-9
width_loc = 0.08e-9
depth_loc = 20.0
strength = np.array([10.0, -5.0, 4.0])
cutoff = 150.0
cell = a_lat / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(cell).T
volume = abs(np.linalg.det(cell))
atoms = a_lat / 4 * np.array([[0, 0, 0], [1, 1, 1]])
l_of = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
names = ["s", "p_y", "p_z", "p_x", "d_xy", "d_yz", "d_z2", "d_xz", "d_x2-y2"]
norm_proj = np.sqrt(2 / (gamma(l_of + 1.5) * width_proj ** (2 * l_of + 3)))
k_unit = 2 * np.pi / a_lat


def solid_harmonics(v):
    """|v|^l Y_lm(v) for l = 0, 1, 2."""
    x, y, z = v[..., 0], v[..., 1], v[..., 2]
    c0, c1, c2 = np.sqrt(np.array([1, 3, 15]) / (4 * np.pi))
    return np.stack([c0 + 0 * x, c1 * y, c1 * z, c1 * x,
                     c2 * x * y, c2 * y * z,
                     c2 * (2 * z**2 - x**2 - y**2) / (2 * np.sqrt(3)),
                     c2 * x * z, c2 * (x**2 - y**2) / 2], axis=-1)


def harmonic_rotation(R):
    """9x9 matrix of Y(R u) in terms of Y(u), by exact angular quadrature."""
    ct, wt = np.polynomial.legendre.leggauss(8)
    phi = 2 * np.pi * np.arange(12) / 12
    c, p = np.meshgrid(ct, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    u = np.stack([s * np.cos(p), s * np.sin(p), c], axis=-1).reshape(-1, 3)
    weight = np.repeat(wt, 12) * 2 * np.pi / 12
    return (solid_harmonics(u @ R.T) * weight[:, None]).T @ solid_harmonics(u)


def solve_bands(k):
    """Energies, coefficients, wavevectors k+G and projections at k."""
    n = np.array(list(itertools.product(range(-6, 7), repeat=3)))
    q = k + n @ recip
    kinetic = const.hbar**2 * (q**2).sum(1) / (2 * const.m_e) / const.e
    keep = kinetic < cutoff
    q, kinetic = q[keep], kinetic[keep]
    q2 = (q**2).sum(1)
    radial = (norm_proj * np.sqrt(np.pi / 2) * width_proj ** (2 * l_of + 3)
              * np.exp(-q2 * width_proj**2 / 2)[:, None])
    one_atom = 4 * np.pi * 1j**l_of * radial * solid_harmonics(q) / np.sqrt(volume)
    B = np.vstack([(one_atom * np.exp(1j * q @ d)[:, None]).T for d in atoms])
    dq = q[:, None] - q[None]
    form = (-depth_loc * (2 * np.pi) ** 1.5 * width_loc**3 / volume
            * np.exp(-(dq**2).sum(-1) * width_loc**2 / 2))
    H = np.diag(kinetic) + form * sum(np.exp(-1j * dq @ d) for d in atoms)
    H = H + B.conj().T @ (np.tile(strength[l_of], 2)[:, None] * B)
    energy, coef = np.linalg.eigh(H)
    return energy, coef, q, B @ coef


def atom_map(R, tau):
    """For each atom: (index of image atom, lattice vector), or None."""
    result = []
    for d in atoms:
        for b, target in enumerate(atoms):
            L = R @ d + tau - target
            frac = np.linalg.solve(cell.T, L)
            if np.allclose(frac, np.round(frac), atol=1e-8):
                result.append((b, L))
    return result if len(result) == len(atoms) else None


def transfer(R, tau, k, with_phase=True):
    """Matrix taking projections at k to those of the rotated state."""
    D = harmonic_rotation(R)
    W = np.zeros((18, 18), complex)
    for i, (b, L) in enumerate(atom_map(R, tau)):
        phase = np.exp(-1j * (R @ k) @ L) if with_phase else 1.0
        W[9 * b:9 * b + 9, 9 * i:9 * i + 9] = phase * D
    return W


step = width_proj / 2
axis = (np.arange(-14, 15) + 0.3) * step
grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
beta = (norm_proj * solid_harmonics(grid)
        * np.exp(-(grid**2).sum(1) / (2 * width_proj**2))[:, None])


def integrate_projections(function):
    """Projections from their definition, by a real-space sum."""
    return np.concatenate([beta.T @ function(d + grid) * step**3 for d in atoms])


def outer(P):
    """Phase-independent matrix P P^dagger, summed over columns."""
    P = P.reshape(18, -1)
    return P @ P.conj().T


# ---------------------------------------------------------------- D matrices
rot_a = Rotation.from_rotvec([0.7, -0.4, 1.1])
rot_b = Rotation.from_rotvec([-0.3, 0.9, 0.5])
Ra, Rb = rot_a.as_matrix(), rot_b.as_matrix()
Da, Db = harmonic_rotation(Ra), harmonic_rotation(Rb)
assert np.allclose(Da @ Da.T, np.eye(9), atol=1e-12)
assert np.allclose(Da[l_of[:, None] != l_of[None]], 0, atol=1e-12)
assert np.allclose(harmonic_rotation(Ra @ Rb), Da @ Db, atol=1e-12)
assert np.allclose(harmonic_rotation(-Ra), (-1.0) ** l_of[:, None] * Da, atol=1e-12)
wigner_error = 0.0
for l in (1, 2):
    m = np.arange(-l, l)
    up = np.diag(np.sqrt(l * (l + 1) - m * (m + 1.0)), -1)
    Lxyz = [(up + up.T) / 2, (up - up.T) / 2j, np.diag(np.arange(-l, l + 1.0))]
    wigner = expm(-1j * sum(v * M for v, M in zip(rot_a.as_rotvec(), Lxyz)))
    C = np.zeros((2 * l + 1, 2 * l + 1), complex)
    C[l, l] = 1
    for mm in range(1, l + 1):
        C[l + mm, l + mm] = (-1) ** mm / np.sqrt(2)
        C[l + mm, l - mm] = 1 / np.sqrt(2)
        C[l - mm, l + mm] = (-1) ** mm / (1j * np.sqrt(2))
        C[l - mm, l - mm] = -1 / (1j * np.sqrt(2))
    block = Da[l * l:(l + 1) ** 2, l * l:(l + 1) ** 2]
    wigner_error = max(wigner_error, abs(C.conj() @ wigner @ C.T - block).max())
assert wigner_error < 1e-12

# ---------------------------------------------------------------- group
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3))
        R[range(3), perm] = signs
        for tau in (np.zeros(3), atoms[1]):
            if atom_map(R, tau) is not None:
                operations.append((R, tau))
assert len(operations) == 48

# ---------------------------------------------------------------- state at k
k = k_unit * np.array([0.10, 0.20, 0.35])
band = 1
energy, coef, q, P_all = solve_bands(k)
gap = min(energy[band] - energy[band - 1], energy[band + 1] - energy[band])
assert gap > 0.01
gauge = np.exp(-1j * np.angle(P_all[0, band]))
c, P = coef[:, band] * gauge, P_all[:, band] * gauge


def psi(r):
    return np.exp(1j * r @ q.T) @ c / np.sqrt(volume)


plane_wave_error = abs(integrate_projections(psi) - P).max()
assert plane_wave_error < 1e-8

# ---------------------------------------------------------------- rotated function
R4 = np.array([[1.0, 0, 0], [0, 0, -1], [0, 1, 0]])
tau4 = atoms[1]
cyclic = np.array([[0.0, 0, 1], [1, 0, 0], [0, 1, 0]])
tests = [(R4, tau4), (-np.eye(3), atoms[1]), (cyclic, np.zeros(3)),
         (R4 @ cyclic @ cyclic, atoms[1])]
real_space_error = stripped_error = 0.0
for R, tau in tests:
    direct = integrate_projections(lambda r: psi((r - tau) @ R))
    real_space_error = max(real_space_error, abs(direct - transfer(R, tau, k) @ P).max())
    D, Rk = harmonic_rotation(R), R @ k
    for i, (b, L) in enumerate(atom_map(R, tau)):
        left = np.exp(-1j * Rk @ atoms[b]) * direct[9 * b:9 * b + 9]
        right = np.exp(-1j * Rk @ tau) * D @ (np.exp(-1j * k @ atoms[i])
                                              * P[9 * i:9 * i + 9])
        stripped_error = max(stripped_error, abs(left - right).max())
    if R is R4:
        direct4 = direct
assert real_space_error < 1e-8 and stripped_error < 1e-8

# ---------------------------------------------------------------- fresh diagonalizations
energy_error = group_error = 0.0
for R, tau in operations:
    e_rot, _, _, P_rot = solve_bands(R @ k)
    W = transfer(R, tau, k)
    energy_error = max(energy_error, abs(e_rot[:8] - energy[:8]).max())
    group_error = max(group_error, abs(outer(P_rot[:, band]) - outer(W @ P)).max())
assert energy_error < 1e-9 and group_error < 1e-9

Rk4 = R4 @ k
W4 = transfer(R4, tau4, k)
predicted = W4 @ P
e4, c4, q4, P4 = solve_bands(Rk4)
no_phase = transfer(R4, tau4, k, with_phase=False) @ P
no_phase_error = abs(outer(P4[:, band]) - outer(no_phase)).max()
assert no_phase_error > 0.01

# rotated plane-wave coefficients against the eigenvector found at R k
q_rot = q @ R4.T
distance = np.linalg.norm(q4[:, None] - q_rot[None], axis=-1)
source = distance.argmin(1)
assert distance.min(1).max() < 1e-6 * k_unit
c_rot = (c * np.exp(-1j * q_rot @ tau4))[source]
overlap = np.vdot(c_rot, c4[:, band])
assert abs(abs(overlap) - 1) < 1e-10
assert np.allclose(P4[:, band], overlap * predicted, atol=1e-9)

# nonlocal energy, folding by a reciprocal vector, time reversal
weights = np.tile(strength[l_of], 2)
enl_k = weights @ abs(P) ** 2
enl_rot = weights @ abs(P4[:, band]) ** 2
assert abs(enl_k - enl_rot) < 1e-9
P_fold = solve_bands(Rk4 + recip[0])[3][:, band]
fold_error = abs(outer(P_fold) - outer(predicted)).max()
P_minus = solve_bands(-Rk4)[3][:, band]
reversal_error = abs(outer(P_minus) - outer(predicted.conj())).max()
assert fold_error < 1e-9 and reversal_error < 1e-9

# degenerate level on a fourfold axis: operations that leave the k-point fixed
k_axis = k_unit * np.array([0, 0, 0.4])
e_ax, _, _, P_ax = solve_bands(k_axis)
first = int(np.flatnonzero(np.diff(e_ax[:12]) < 1e-8)[0])
single_error = level_error = 0.0
little_count = 0
for R, tau in operations:
    if np.allclose(R @ k_axis / k_unit, k_axis / k_unit):
        little_count += 1
        W = transfer(R, tau, k_axis)
        one, pair = P_ax[:, first], P_ax[:, first:first + 2]
        single_error = max(single_error, abs(outer(one) - outer(W @ one)).max())
        level_error = max(level_error, abs(outer(pair) - outer(W @ pair)).max())
assert little_count == 8
assert level_error < 1e-9 and single_error > 0.01


# ---------------------------------------------------------------- output
def cplx(z):
    return f"{z.real:+.4f}{z.imag:+.4f}i"


def vec(v, digits=2):
    return "(" + ", ".join(f"{x + 0.0:.{digits}f}" for x in v) + ")"


print(f"lattice constant {a_lat*1e9:.2f} nm, cutoff {cutoff:.0f} eV, plane waves {len(q)}")
print(f"projector width {width_proj*1e9:.2f} nm, strengths s,p,d {vec(strength, 0)} eV")
print(f"local well depth {depth_loc:.0f} eV, width {width_loc*1e9:.2f} nm")
print(f"k {vec(k/k_unit)}, Rk {vec(Rk4/k_unit)} in 2pi/a")
print(f"tau {vec(tau4/a_lat)} in a; R rows {[vec(r, 0) for r in R4]}")
for i, (b, L) in enumerate(atom_map(R4, tau4)):
    print(f"atom {i+1} -> atom {b+1}, L = {vec(L/a_lat)} a, "
          f"phase angle {-np.degrees(Rk4 @ L) + 0.0:.1f} deg")
print("D for l=2, order xy, yz, z2, xz, x2-y2:")
for row in harmonic_rotation(R4)[4:, 4:]:
    print("  " + " ".join(f"{np.round(x, 10) + 0.0:8.4f}" for x in row))
print(f"band {band+1}: E(k) {energy[band]:.6f} eV, E(Rk) {e4[band]:.6f} eV")
print(f"distance to nearest other band {gap:.4f} eV")
print(f"nonlocal energy at k {enl_k:.6f} eV, at Rk {enl_rot:.6f} eV")
print("projections (dimensionless): at k | rotated, formula | rotated, integral")
for j in range(18):
    print(f"  atom {j//9+1} {names[j%9]:8s} {cplx(P[j])} | "
          f"{cplx(predicted[j])} | {cplx(direct4[j])}")
print(f"phase of fresh eigenvector against rotated one {np.degrees(np.angle(overlap)):.1f} deg")
print(f"largest error, Wigner relation {wigner_error:.1e}")
print(f"largest error, plane-wave sum vs integral {plane_wave_error:.1e}")
print(f"largest error, rotated function, {len(tests)} operations {real_space_error:.1e}")
print(f"largest error, other phase convention {stripped_error:.1e}")
print(f"{len(operations)} operations: error in PP+ {group_error:.1e}, energy {energy_error:.1e} eV")
print(f"error in PP+ when the Bloch phase is left out {no_phase_error:.4f}")
print(f"error in PP+ after folding {fold_error:.1e}, time reversal {reversal_error:.1e}")
print(f"degenerate bands {first+1},{first+2} at k {vec(k_axis/k_unit)} in 2pi/a, "
      f"E {e_ax[first]:.4f} eV")
print(f"  {little_count} operations: single-state mismatch {single_error:.4f}, "
      f"whole level {level_error:.1e}")
print("all assertions hold")
```

Running it gives:

```
lattice constant 0.50 nm, cutoff 150 eV, plane waves 136
projector width 0.06 nm, strengths s,p,d (10, -5, 4) eV
local well depth 20 eV, width 0.08 nm
k (0.10, 0.20, 0.35), Rk (0.10, -0.35, 0.20) in 2pi/a
tau (0.25, 0.25, 0.25) in a; R rows ['(1, 0, 0)', '(0, 0, -1)', '(0, 1, 0)']
atom 1 -> atom 2, L = (0.00, 0.00, 0.00) a, phase angle 0.0 deg
atom 2 -> atom 1, L = (0.50, 0.00, 0.50) a, phase angle -54.0 deg
D for l=2, order xy, yz, z2, xz, x2-y2:
    0.0000   0.0000   0.0000  -1.0000   0.0000
    0.0000  -1.0000   0.0000   0.0000   0.0000
    0.0000   0.0000  -0.5000   0.0000  -0.8660
    1.0000   0.0000   0.0000   0.0000   0.0000
    0.0000   0.0000  -0.8660   0.0000   0.5000
band 2: E(k) -0.716968 eV, E(Rk) -0.716968 eV
distance to nearest other band 0.4463 eV
nonlocal energy at k -2.059711 eV, at Rk -2.059711 eV
projections (dimensionless): at k | rotated, formula | rotated, integral
  atom 1 s        +0.2751-0.0000i | +0.0463+0.2712i | +0.0463+0.2712i
  atom 1 p_y      -0.3447-0.3456i | -0.1907-0.1537i | -0.1907-0.1537i
  atom 1 p_z      -0.1836-0.1621i | +0.3986+0.2817i | +0.3986+0.2817i
  atom 1 p_x      +0.1274-0.3554i | +0.3289-0.1853i | +0.3289-0.1853i
  atom 1 d_xy     -0.1270-0.0655i | +0.1546+0.1908i | +0.1546+0.1908i
  atom 1 d_yz     -0.1381+0.0648i | -0.0406+0.1471i | -0.0406+0.1471i
  atom 1 d_z2     -0.0034-0.0038i | -0.0035-0.0137i | -0.0035-0.0137i
  atom 1 d_xz     -0.2141-0.1203i | -0.0859-0.1142i | -0.0859-0.1142i
  atom 1 d_x2-y2  +0.0182+0.0035i | +0.0070+0.0110i | +0.0070+0.0110i
  atom 2 s        -0.1922+0.1968i | +0.2751-0.0000i | +0.2751+0.0000i
  atom 2 p_y      +0.0064+0.4881i | +0.1836+0.1621i | +0.1836+0.1621i
  atom 2 p_z      -0.0123+0.2446i | -0.3447-0.3456i | -0.3447-0.3456i
  atom 2 p_x      +0.3433+0.1572i | +0.1274-0.3554i | +0.1274-0.3554i
  atom 2 d_xy     +0.0419-0.1366i | +0.2141+0.1203i | +0.2141+0.1203i
  atom 2 d_yz     +0.1429-0.0536i | +0.1381-0.0648i | +0.1381-0.0648i
  atom 2 d_z2     -0.0004-0.0051i | -0.0141-0.0011i | -0.0141-0.0011i
  atom 2 d_xz     +0.0635-0.2372i | -0.1270-0.0655i | -0.1270-0.0655i
  atom 2 d_x2-y2  -0.0102+0.0155i | +0.0120+0.0051i | +0.0120+0.0051i
phase of fresh eigenvector against rotated one -42.4 deg
largest error, Wigner relation 2.9e-15
largest error, plane-wave sum vs integral 1.4e-11
largest error, rotated function, 4 operations 2.5e-11
largest error, other phase convention 2.5e-11
48 operations: error in PP+ 4.7e-14, energy 8.1e-14 eV
error in PP+ when the Bloch phase is left out 0.2164
error in PP+ after folding 2.7e-14, time reversal 4.9e-15
degenerate bands 2,3 at k (0.00, 0.00, 0.40) in 2pi/a, E -0.9235 eV
  8 operations: single-state mismatch 0.5461, whole level 1.1e-14
all assertions hold
```
